# Why isosteric heat can fall with coverage without lateral repulsion: a program that tests the result

```python
"""
Isosteric heat of a Langmuir surface with equal numbers of two kinds of
independent sites (1 = strong, 2 = weak).  Result under test:
  q_st = (q1+q2)/2 + (q1-q2)/2 * S*y/sqrt(1+S^2 y^2),
  y = 1-2*theta,  S = sinh(0.5*ln(K1/K2)),
where theta is total coverage, q_i the heat of adsorption on class i (eV),
K_i = exp(-L_i/k + q_i/(kT))/p0 its Langmuir constant (1/Torr), L_i the
standard entropy loss (eV/K), and p0 = 1 bar.
The definition q_st = k T^2 (d ln p/dT) at fixed theta is evaluated by
solving for the pressure at two neighbouring temperatures.
"""
import itertools
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, zeta

KB = sc.k / sc.e
TORR = sc.torr
P0 = sc.bar / TORR


def log_K(heat, loss, T):
    return -loss / KB + heat / (KB * T) - np.log(P0)


def surface(heats, losses, fractions):
    heats, losses, fractions = map(np.asarray, (heats, losses, fractions))

    def coverage(lnp, T):
        return float(np.sum(fractions * expit(log_K(heats, losses, T) + lnp)))
    return coverage


def log_pressure(coverage, theta, T):
    return brentq(lambda u: coverage(u, T) - theta, -80, 80,
                  xtol=1e-13, rtol=1e-14)


def heat_by_definition(coverage, theta, T, h=0.1):
    up = log_pressure(coverage, theta, T + h)
    down = log_pressure(coverage, theta, T - h)
    return KB * T**2 * (up - down) / (2 * h)


def steepness(q1, q2, L1, L2, T):
    return np.sinh(0.5 * (log_K(q1, L1, T) - log_K(q2, L2, T)))


def heat_formula(theta, q1, q2, L1, L2, T):
    sy = steepness(q1, q2, L1, L2, T) * (1 - 2 * theta)
    return (q1 + q2) / 2 + (q1 - q2) / 2 * sy / np.sqrt(1 + sy**2)


# Example: rough values for molecular NH3 on acid sites of an oxide
T0, qs, qw, loss = 500.0, 1.10, 0.90, 1.5e-3
dq, mean = qs - qw, (qs + qw) / 2
half = [0.5, 0.5]
two = surface([qs, qw], [loss, loss], half)
par = (qs, qw, loss, loss)
S0 = steepness(*par, T0)
Ks, Kw = np.exp(log_K(qs, loss, T0)), np.exp(log_K(qw, loss, T0))

# Closed form against the definition, example and random surfaces
grid = np.array([1e-6, 0.1, 0.25, 0.4, 0.5, 0.6, 0.75, 0.9, 1 - 1e-6])
q_def = np.array([heat_by_definition(two, t, T0) for t in grid])
assert np.allclose(q_def, heat_formula(grid, *par, T0), atol=1e-5)
assert np.all(np.diff(q_def) < 0)
fall = q_def[0] - q_def[-1]
assert abs(fall - dq * np.tanh(dq / (2 * KB * T0))) < 1e-5
rng = np.random.default_rng(4)
for _ in range(30):
    a, b = rng.uniform(0.7, 1.2, 2)
    La, Lb = rng.uniform(1.3e-3, 1.7e-3, 2)
    t, T = rng.uniform(0.03, 0.97), rng.uniform(400, 600)
    num = heat_by_definition(surface([a, b], [La, Lb], half), t, T)
    assert abs(num - heat_formula(t, a, b, La, Lb, T)) < 1e-5

# Pressure from the quadratic for x = p*sqrt(K1*K2)
C0 = np.cosh(0.5 * np.log(Ks / Kw))
for t in (0.1, 0.5, 0.8):
    x = max(np.roots([1 - t, C0 * (1 - 2 * t), -t]).real)
    p = np.exp(log_pressure(two, t, T0))
    assert abs(x / np.sqrt(Ks * Kw) / p - 1) < 1e-8

# Enumeration of all states of 3 strong + 3 weak sites:
# heat = covariance(total heat, number) / variance(number)
site_q = np.array([qs] * 3 + [qw] * 3)
site_K = np.array([Ks] * 3 + [Kw] * 3)
states = np.array(list(itertools.product([0, 1], repeat=6)))
for p in (0.1, 2.0, 40.0):
    weight = np.prod((site_K * p)**states, axis=1)
    weight /= weight.sum()
    N, Q = states.sum(axis=1), states @ site_q
    n_mean, q_mean = weight @ N, weight @ Q
    q_fluct = (weight @ (N * Q) - n_mean * q_mean) / (
        weight @ N**2 - n_mean**2)
    assert abs(q_fluct - heat_formula(n_mean / 6, *par, T0)) < 1e-9


# Calorimetric road: heat released per molecule added at constant T
def occupancies(lnp):
    return expit(np.log([Ks, Kw]) + lnp)


def share_strong(theta):
    u, d = log_pressure(two, theta, T0), 1e-4
    change = occupancies(u + d) - occupancies(u - d)
    return change[0] / change.sum()


for t in (0.1, 0.4, 0.8):
    f = share_strong(t)
    assert abs(f * qs + (1 - f) * qw - heat_by_definition(two, t, T0)) < 1e-5
area = quad(lambda t: heat_by_definition(two, t, T0), 0.001, 0.999,
            epsabs=1e-7, limit=100)[0]
area += 0.001 * (q_def[0] + q_def[-1])
assert abs(area - mean) < 1e-5

# Controls: identical sites are flat; reversed filling order makes heat rise
same = surface([mean, mean], [loss, loss], half)
assert np.ptp([heat_by_definition(same, t, T0) for t in (0.1, 0.5, 0.9)]) < 1e-6
extra_loss = 0.6e-3
reverse = surface([qs, qw], [loss + extra_loss, loss], half)
q_rev = [heat_by_definition(reverse, t, T0) for t in (0.1, 0.5, 0.9)]
assert q_rev[0] < q_rev[1] < q_rev[2]
balance = surface([qs, qw], [loss + dq / T0, loss], half)
assert np.ptp([heat_by_definition(balance, t, T0)
               for t in (0.1, 0.5, 0.9)]) < 1e-5

# Slope at half coverage at three temperatures
slopes = {}
for T in (400.0, 500.0, 600.0):
    e = 0.001
    slopes[T] = (heat_by_definition(two, 0.5 + e, T)
                 - heat_by_definition(two, 0.5 - e, T)) / (2 * e)
    assert abs(slopes[T] / (-dq * steepness(*par, T)) - 1) < 1e-3
assert slopes[400.0] < slopes[500.0] < slopes[600.0]


# Mean-field repulsion J*theta, solved self-consistently
def with_repulsion(base, J):
    def coverage(lnp, T):
        return brentq(lambda t: base(lnp - J * t / (KB * T), T) - t,
                      0, 1, xtol=1e-15, rtol=1e-14)
    return coverage


J_test = 0.05
for base in (two, same):
    repelled = with_repulsion(base, J_test)
    for T in (400.0, 600.0):
        for t in (0.2, 0.7):
            shift = (heat_by_definition(repelled, t, T)
                     - heat_by_definition(base, t, T))
            assert abs(shift + J_test * t) < 1e-5

# Identical sites in isolated pairs with repulsion w inside each pair
w_pair = 2 * KB * T0 * np.log(C0)
q_pair = q_def[0]


def pair_coverage(lnp, T):
    lnK = np.log((Ks + Kw) / 2) + q_pair / KB * (1 / T - 1 / T0)
    logs = np.array([0.0, lnK + lnp, lnK + lnp,
                     2 * (lnK + lnp) - w_pair / (KB * T)])
    weights = np.exp(logs - logs.max())
    return float(weights @ np.array([0, 1, 1, 2]) / weights.sum() / 2)


pair_gap = max(abs(pair_coverage(u, T0) - two(u, T0))
               for u in np.linspace(-8, 10, 60))
assert pair_gap < 1e-12
pair_fall = (heat_by_definition(pair_coverage, 1e-6, T0)
             - heat_by_definition(pair_coverage, 1 - 1e-6, T0))
assert abs(pair_fall - w_pair) < 1e-5

# Neglected effect: dipole repulsion on a square lattice of sites
density, dipole_D = 1.0, 1.5
spacing = 1 / np.sqrt(density)
R = 400
ix, iy = np.meshgrid(np.arange(-R, R + 1), np.arange(-R, R + 1))
r2 = (ix**2 + iy**2).astype(float)
inside = (r2 > 0) & (r2 <= R**2)
lattice_sum = np.sum(r2[inside]**-1.5) + 2 * np.pi / R
beta = 4**-1.5 * (zeta(1.5, 0.25) - zeta(1.5, 0.75))
zeta_three_halves = zeta(1.5, 1.0)
assert abs(lattice_sum - 4 * zeta_three_halves * beta) < 1e-3
debye = 1e-21 / sc.c
J_dip = lattice_sum * (dipole_D * debye)**2 / (
    4 * np.pi * sc.epsilon_0 * (spacing * 1e-9)**3) / sc.e

# Neglected effect: Gaussian spread of heats within each class
sigma = 0.05
z = np.linspace(-5, 5, 101)
g = np.exp(-z**2 / 2)
g /= 2 * g.sum()
spread = surface(np.concatenate([qs + sigma * z, qw + sigma * z]),
                 np.full(2 * z.size, loss), np.concatenate([g, g]))
q_spread = [heat_by_definition(spread, t, T0) for t in (0.1, 0.5, 0.9)]
assert abs(q_spread[1] - mean) < 1e-5
fall_mid = q_def[1] - q_def[7]
fall_spread = q_spread[0] - q_spread[2]
assert fall_spread > fall_mid

# Neglected effects: gas non-ideality (rough van der Waals constants),
# heat-capacity mismatch of 2k over 40 K, and slow exchange
p90 = np.exp(log_pressure(two, 0.9, T0))
vdw_a, vdw_b = 0.42, 3.7e-5
gas_shift = p90 * TORR * (vdw_b - 2 * vdw_a / (sc.R * T0)) / (sc.N_A * sc.e)
cp_shift = 2 * KB * 40
attempt = 1e13
stay = {T: np.exp(qs / (KB * T)) / attempt for T in (300.0, T0)}

print(f"Temperature {T0:.0f} K, kT = {KB*T0:.5f} eV")
print(f"Heats: strong {qs:.2f} eV, weak {qw:.2f} eV, mean {mean:.2f} eV")
print(f"Entropy loss, both classes: {loss*1e3:.2f} meV/K; p0 = {P0:.2f} Torr")
print(f"K strong = {Ks:.4f} /Torr, K weak = {Kw:.5f} /Torr")
print(f"K ratio = {Ks/Kw:.2f}, S = {S0:.4f}, C = {C0:.4f}")
print("coverage | p (Torr) | theta_s | theta_w | strong share | q_st (eV)")
for t, q in zip(grid[1:-1], q_def[1:-1]):
    u = log_pressure(two, t, T0)
    o = occupancies(u)
    print(f"{t:.2f} | {np.exp(u):.4f} | {o[0]:.4f} | {o[1]:.4f} | "
          f"{share_strong(t):.4f} | {q:.4f}")
print(f"q_st at coverage 1e-6: {q_def[0]:.4f} eV")
print(f"q_st at coverage 1-1e-6: {q_def[-1]:.4f} eV")
print(f"Total fall: {fall:.4f} eV = {fall*sc.e*sc.N_A/1e3:.2f} kJ/mol")
print(f"Area under q_st from coverage 0 to 1: {area:.4f} eV")
for T, slope in slopes.items():
    print(f"{T:.0f} K: slope at half coverage {slope:.3f} eV per unit "
          f"coverage, step width 1/S = {1/steepness(*par, T):.3f}")
print(f"Extra strong-site entropy loss that flattens q_st: {dq/T0*1e3:.2f} meV/K")
print(f"With extra loss {extra_loss*1e3:.2f} meV/K, q_st at 0.1, 0.5, 0.9: "
      + ", ".join(f"{q:.4f}" for q in q_rev) + " eV")
print(f"Repelling pairs with same isotherm: w = {w_pair:.4f} eV")
print(f"Fall of heat for those pairs: {pair_fall:.4f} eV")
print("Neglected effects:")
print(f"Site density {density:.1f} /nm2, spacing {spacing:.2f} nm, "
      f"lattice sum {lattice_sum:.3f}")
print(f"Dipole repulsion at full coverage, {dipole_D:.1f} D: {J_dip:.4f} eV")
print(f"Same with {2*dipole_D:.1f} D: {4*J_dip:.4f} eV")
print(f"Fall from coverage 0.1 to 0.9, model: {fall_mid:.4f} eV")
print(f"Same with heat spread {sigma:.2f} eV: {fall_spread:.4f} eV")
print(f"q_st with spread at 0.1, 0.9: {q_spread[0]:.4f}, {q_spread[2]:.4f} eV")
print(f"Gas non-ideality at coverage 0.9: {gas_shift*1e3:.4f} meV")
print(f"Heat-capacity mismatch 2k over 40 K: {cp_shift*1e3:.2f} meV")
print(f"Attempt rate {attempt:.0e} /s; strong-site residence time:")
for T, tau in stay.items():
    print(f"  at {T:.0f} K: {tau:.2e} s")
print("OK")
```

Running it gives:

```
Temperature 500 K, kT = 0.04309 eV
Heats: strong 1.10 eV, weak 0.90 eV, mean 1.00 eV
Entropy loss, both classes: 1.50 meV/K; p0 = 750.06 Torr
K strong = 4.4952 /Torr, K weak = 0.04333 /Torr
K ratio = 103.73, S = 5.0433, C = 5.1415
coverage | p (Torr) | theta_s | theta_w | strong share | q_st (eV)
0.10 | 0.0548 | 0.1976 | 0.0024 | 0.9853 | 1.0971
0.25 | 0.2144 | 0.4908 | 0.0092 | 0.9648 | 1.0930
0.40 | 0.7402 | 0.7689 | 0.0311 | 0.8551 | 1.0710
0.50 | 2.2657 | 0.9106 | 0.0894 | 0.5000 | 1.0000
0.60 | 6.9350 | 0.9689 | 0.2311 | 0.1449 | 0.9290
0.75 | 23.9419 | 0.9908 | 0.5092 | 0.0352 | 0.9070
0.90 | 93.6876 | 0.9976 | 0.8024 | 0.0147 | 0.9029
q_st at coverage 1e-6: 1.0981 eV
q_st at coverage 1-1e-6: 0.9019 eV
Total fall: 0.1962 eV = 18.93 kJ/mol
Area under q_st from coverage 0 to 1: 1.0000 eV
400 K: slope at half coverage -1.814 eV per unit coverage, step width 1/S = 0.110
500 K: slope at half coverage -1.009 eV per unit coverage, step width 1/S = 0.198
600 K: slope at half coverage -0.677 eV per unit coverage, step width 1/S = 0.295
Extra strong-site entropy loss that flattens q_st: 0.40 meV/K
With extra loss 0.60 meV/K, q_st at 0.1, 0.5, 0.9: 0.9245, 1.0000, 1.0755 eV
Repelling pairs with same isotherm: w = 0.1411 eV
Fall of heat for those pairs: 0.1411 eV
Neglected effects:
Site density 1.0 /nm2, spacing 1.00 nm, lattice sum 9.034
Dipole repulsion at full coverage, 1.5 D: 0.0127 eV
Same with 3.0 D: 0.0507 eV
Fall from coverage 0.1 to 0.9, model: 0.1941 eV
Same with heat spread 0.05 eV: 0.2440 eV
q_st with spread at 0.1, 0.9: 1.1220, 0.8780 eV
Gas non-ideality at coverage 0.9: -0.0214 meV
Heat-capacity mismatch 2k over 40 K: 6.89 meV
Attempt rate 1e+13 /s; strong-site residence time:
  at 300 K: 3.01e+05 s
  at 500 K: 1.22e-02 s
OK
```
